# Inverse Fifth Power Law for Canonical d–d Hopping: a numerical check

```python
"""
Result under test: with zero-kinetic-energy tails, the hopping between d orbitals
of two atomic spheres (radius s, distance R) is
    t = Delta * S,   S(sigma, pi, delta) = 10 (s/R)^5 (-6, 4, -1),
    Delta = s phi(s)^2 / 4   (Hartree atomic units),
phi = radial d function at the band centre C, normalized inside the sphere.
D = s phi'(s)/phi(s);  P(E) = 10 (D+3)/(D-2) is the d potential function, P(C) = 0.
Example: copper, LDA in one neutral sphere, d shell at D=-3, s electron at D=0.
Radial functions use x = ln r and f = r*phi/sqrt(r), so that
f'' = [(l+1/2)^2 + 2 r^2 (v-E)] f  and  f'(x)/f = D + 1/2 at the surface.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn
from pyscf.dft import libxc

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
Z = 29


# ---------- radial problem in one atomic sphere ----------
def make_grid(s):
    x = np.linspace(np.log(1e-3), np.log(s), 1501)
    h = x[1] - x[0]
    weight = np.full(x.size, h)
    weight[[0, -1]] = h / 2
    return x, np.exp(x), h, weight


def sphere_states(grid, v, l, D, count):
    """Lowest states with surface logarithmic derivative D; charge per unit x."""
    x, r, h, weight = grid
    diag = np.full(x.size, 1 / h)
    diag[[0, -1]] = 0.5 / h
    diag += weight * (0.5 * (l + 0.5) ** 2 + r * r * v)
    diag[0] += 0.5 * (l + 0.5 - Z * r[0] / (l + 1))
    diag[-1] -= 0.5 * (D + 0.5)
    scale = np.sqrt(weight) * r
    energies, vectors = eigh_tridiagonal(
        diag / scale**2, -0.5 / h / (scale[1:] * scale[:-1]),
        select="i", select_range=(0, count - 1))
    return energies, vectors**2 / weight[:, None]


def self_consistent_sphere(s):
    grid = make_grid(s)
    x, r, h, weight = grid
    v = -Z / (r * (1 + 2 * r) ** 2)
    shells = [(0, 0.0, [2, 2, 2, 1]), (1, -2.0, [6, 6]), (2, -3.0, [10])]
    for iteration in range(500):
        charge = np.zeros(x.size)
        for l, D, occupation in shells:
            energies, densities = sphere_states(grid, v, l, D, len(occupation))
            charge += densities @ np.array(occupation, float)
        inner = cumulative_trapezoid(charge, dx=h, initial=0)
        outer = cumulative_trapezoid(charge / r, dx=h, initial=0)
        rho = charge / (4 * np.pi * r**3)
        vxc = np.ravel(libxc.eval_xc("lda,vwn", rho, spin=0, deriv=1)[1][0])
        v_new = (inner - Z) / r + outer[-1] - outer + vxc
        change = np.max(np.abs(r * (v_new - v)))
        if change < 1e-5:
            break
        v = v + 0.25 * (v_new - v)
    assert change < 1e-5, "self-consistency not reached"
    assert abs(inner[-1] - Z) < 1e-6
    return grid, v


def outward(grid, v, E, l=2):
    """Runge-Kutta integration from the nucleus to the sphere surface."""
    x, r, h, weight = grid
    g = ((l + 0.5) ** 2 + 2 * r * r * (v - E)).tolist()
    H = 2 * h
    f, p = 1.0, l + 0.5 - Z * r[0] / (l + 1)
    values = [f]
    for i in range(0, len(g) - 2, 2):
        g0, g1, g2 = g[i], g[i + 1], g[i + 2]
        a1, b1 = p, g0 * f
        a2, b2 = p + H / 2 * b1, g1 * (f + H / 2 * a1)
        a3, b3 = p + H / 2 * b2, g1 * (f + H / 2 * a2)
        a4, b4 = p + H * b3, g2 * (f + H * a3)
        f += H / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
        p += H / 6 * (b1 + 2 * b2 + 2 * b3 + b4)
        values.append(f)
    return np.array(values), p


a_nm = 0.36
a = a_nm / BOHR_NM
s = a * (3 / (16 * np.pi)) ** (1 / 3)
R1 = a / np.sqrt(2)
grid, v = self_consistent_sphere(s)
x, r, h, weight = grid


def potential_function(E):
    f, p = outward(grid, v, E)
    return 10 * (p + 2.5 * f[-1]) / (p - 2.5 * f[-1])


def matched_energy(S_value):
    """Root of P(E) = S_value, written without poles."""
    def mismatch(E):
        f, p = outward(grid, v, E)
        return 10 * (p + 2.5 * f[-1]) - S_value * (p - 2.5 * f[-1])
    return brentq(mismatch, *sorted((C, C + 3 * Delta * S_value)), xtol=1e-12)


# Free sphere: D = -3 for l = 2 means a zero of the l = 1 Bessel function.
bessel_zero = brentq(lambda z: spherical_jn(1, z), 4, 5)
free_level = sphere_states(grid, 0 * r, 2, -3.0, 1)[0][0]
assert abs(free_level / (bessel_zero**2 / (2 * s * s)) - 1) < 1e-3

C_matrix = sphere_states(grid, v, 2, -3.0, 1)[0][0]
C = brentq(potential_function, C_matrix - 0.02, C_matrix + 0.02, xtol=1e-12)
assert abs(C - C_matrix) < 1e-3          # finite-difference error of the matrix
f_d, _ = outward(grid, v, C)
norm = simpson(r[::2] ** 2 * f_d**2, x=x[::2])
phi2 = f_d[-1] ** 2 / (s * norm)         # phi(s)^2
Delta = s * phi2 / 4
dE = 1e-4
slope_P = (potential_function(C + dE) - potential_function(C - dE)) / (2 * dE)
assert abs(slope_P * Delta - 1) < 2e-3
for small_S in (-0.1, 0.1):
    assert abs((matched_energy(small_S) - C) / (Delta * small_S) - 1) < 0.02

# ---------- d harmonics and multipole tails ----------
q2, q6 = 1 / np.sqrt(2), 1 / np.sqrt(6)
M = np.zeros((5, 3, 3))                  # xy, yz, xz, x2-y2, 3z2-r2
for index, (i, j) in enumerate([(0, 1), (1, 2), (0, 2)]):
    M[index, i, j] = M[index, j, i] = q2
M[3] = np.diag([q2, -q2, 0])
M[4] = np.diag([-q6, -q6, 2 * q6])
Y_NORM = np.sqrt(15 / (8 * np.pi))


def d_harmonics(points):
    unit = points / np.linalg.norm(points, axis=1)[:, None]
    return Y_NORM * np.einsum("ni,aij,nj->na", unit, M, unit)


nodes, node_weights = np.polynomial.legendre.leggauss(40)
angles = 2 * np.pi * np.arange(40) / 40
ct, az = [q.ravel() for q in np.meshgrid(nodes, angles, indexing="ij")]
st = np.sqrt(1 - ct**2)
directions = np.column_stack([st * np.cos(az), st * np.sin(az), ct])
solid_angle = np.repeat(node_weights, 40) * 2 * np.pi / 40
Y_local = d_harmonics(directions)


def projected_S(R_vector, kappa2=0.0):
    """Quadrupole part, at R_vector, of d tails centred at the origin."""
    rho = 0.3 * np.linalg.norm(R_vector)
    points = np.asarray(R_vector) + rho * directions
    distance = np.linalg.norm(points, axis=1)
    if kappa2 == 0:
        tail, regular = (s / distance) ** 3, (rho / s) ** 2
    else:
        k = np.sqrt(complex(kappa2))
        tail = (-(k * s) ** 3 * spherical_yn(2, k * distance) / 3).real
        regular = (15 * spherical_jn(2, k * rho) / (k * s) ** 2).real
    source = tail[:, None] * d_harmonics(points)
    return -10 * Y_local.T @ (solid_angle[:, None] * source) / regular


def canonical_S(R_vectors):
    """Derived formula, for an array of bond vectors."""
    R_vectors = np.atleast_2d(R_vectors)
    R = np.linalg.norm(R_vectors, axis=1)
    n = R_vectors / R[:, None]
    Mn = np.einsum("aij,nj->nai", M, n)
    nMn = np.einsum("ni,nai->na", n, Mn)
    outer = nMn[:, :, None] * nMn[:, None, :]
    sigma = 1.5 * outer
    pi = 2 * (np.einsum("nai,nbi->nab", Mn, Mn) - outer)
    delta = np.eye(5) - sigma - pi
    return (10 * (s / R) ** 5)[:, None, None] * (-6 * sigma + 4 * pi - delta)


channels = [4, 2, 0]                     # sigma, pi, delta for a bond along z
S_near = np.diag(projected_S([0, 0, R1]))[channels]
S_far = np.diag(projected_S([0, 0, 2 * R1]))[channels]
assert np.allclose(S_near, 10 * (s / R1) ** 5 * np.array([-6, 4, -1]), rtol=1e-8)
exponents = np.log(S_far / S_near) / np.log(2)
assert np.allclose(exponents, -5, atol=1e-8)
tilted = R1 * np.array([0.48, -0.6, 0.64])
assert np.allclose(projected_S(tilted), canonical_S(tilted)[0], atol=1e-8)

# ---------- hopping from the flux of two tails through the mid-plane ----------
A = s**3 * np.sqrt(phi2)
y, y_weight = np.polynomial.legendre.leggauss(100)
y, y_weight = (y + 1) / 2, y_weight / 2
radius = R1 * y / (1 - y)
area = y_weight * R1 / (1 - y) ** 2 * radius * 2 * np.pi / 16
turn = 2 * np.pi * np.arange(16) / 16
plane = np.column_stack([np.outer(radius, np.cos(turn)).ravel(),
                         np.outer(radius, np.sin(turn)).ravel(),
                         np.full(1600, R1 / 2)])
area = np.repeat(area, 16)


def tail_orbital(points, centre_z):
    shifted = points - np.array([0, 0, centre_z])
    return A * d_harmonics(shifted) / np.linalg.norm(shifted, axis=1)[:, None] ** 3


step = np.array([0, 0, 1e-3])
psi = [tail_orbital(plane, z0) for z0 in (0, R1)]
slope = [(tail_orbital(plane + step, z0) - tail_orbital(plane - step, z0))
         / (2 * step[2]) for z0 in (0, R1)]
t_flux = (-0.5 * area @ (psi[0] * slope[1] - psi[1] * slope[0]))[channels]
t_near = Delta * S_near
assert np.allclose(t_flux, t_near, rtol=1e-4)
assert np.allclose(t_flux, S_near / slope_P, rtol=3e-3)

# ---------- fcc d-only bands ----------
m = np.arange(-24, 25)
sites = np.array(np.meshgrid(m, m, m)).reshape(3, -1).T
length2 = np.sum(sites**2, axis=1)
keep = (sites.sum(axis=1) % 2 == 0) & (length2 > 0) & (length2 <= 24**2)
sites, length2 = sites[keep], length2[keep]
S_sites = canonical_S(sites * a / 2)
k_points = {"Gamma": (0, 0, 0), "X": (1, 0, 0), "L": (0.5, 0.5, 0.5),
            "W": (1, 0.5, 0)}
levels = {}
for name, k in k_points.items():
    phase = np.cos(np.pi * sites @ np.array(k, float))
    full = np.linalg.eigvalsh(np.tensordot(phase, S_sites, axes=(0, 0)))
    part = length2 <= 12**2
    short = np.linalg.eigvalsh(np.tensordot(phase[part], S_sites[part], axes=(0, 0)))
    assert np.max(np.abs(full - short)) < 0.03
    levels[name] = full
S_min = min(q[0] for q in levels.values())
S_max = max(q[-1] for q in levels.values())
E_bottom, E_top = matched_energy(S_min), matched_energy(S_max)

# ---------- neglected effects ----------
kappa2 = 2 * (C - v[-1])
assert np.allclose(projected_S([0, 0, R1], 1e-4)[4, 4], S_near[0], rtol=1e-2)
ratio_zero = projected_S([0, 0, a])[4, 4] / S_near[0]
kin_1 = projected_S([0, 0, R1], kappa2)[4, 4]
kin_2 = projected_S([0, 0, a], kappa2)[4, 4]

s_energies, s_density = sphere_states(grid, v, 0, -1.0, 4)
C_s, Delta_s = s_energies[3], s_density[-1, 3] / (4 * s * s)
rho = 0.3 * R1
dist = np.linalg.norm(np.array([0, 0, R1]) + rho * directions, axis=1)
S_sd = -10 * (s / rho) ** 2 * np.sum(
    solid_angle * Y_local[:, 4] * (s / dist) / np.sqrt(4 * np.pi))
t_sd = np.sqrt(Delta * Delta_s) * S_sd

d_charge = r[::2] ** 2 * f_d**2 / norm
spin_orbit = 0.5 * const.fine_structure**2 * simpson(
    d_charge * np.gradient(v, x)[::2] / r[::2] ** 2, x=x[::2])

scaled_Delta = []
for factor in (0.98, 1.02):
    other_grid, other_v = self_consistent_sphere(s * factor)
    density = sphere_states(other_grid, other_v, 2, -3.0, 1)[1]
    scaled_Delta.append(density[-1, 0] / (4 * (s * factor) ** 2))
volume_exponent = np.log(scaled_Delta[1] / scaled_Delta[0]) / np.log(1.02 / 0.98)

T_use, T_debye, mass_u = 380.0, 300.0, 64.0
u2 = 3 * const.hbar**2 * T_use / (mass_u * const.atomic_mass * const.k * T_debye**2)
bond_spread = np.sqrt(2 * u2) / (R1 * BOHR_NM * 1e-9)

# ---------- report ----------
eV = HARTREE_EV
print(f"lattice constant, rough input: {a_nm:.2f} nm")
print(f"sphere radius s: {s * BOHR_NM:.4f} nm")
print(f"nearest-neighbour distance R1: {R1 * BOHR_NM:.4f} nm")
print(f"s/R1: {s / R1:.4f};  (s/R1)^5: {(s / R1)**5:.5f}")
print(f"hbar^2/(m s^2): {eV / s**2:.4f} eV")
print(f"s^3 phi(s)^2 (dimensionless): {s**3 * phi2:.4f}")
print(f"d band centre C minus surface potential v(s): {(C - v[-1]) * eV:.3f} eV")
print(f"C, integration minus matrix: {(C - C_matrix) * eV:.5f} eV")
print(f"Delta from surface amplitude: {Delta * eV:.5f} eV")
print(f"Delta from slope of P(E): {eV / slope_P:.5f} eV")
for label, S_value, t_value, flux, power in zip(
        ("sigma", "pi", "delta"), S_near, t_near, t_flux, exponents):
    print(f"{label}: S(R1) = {S_value:.4f}, t(R1) = {t_value * eV:.4f} eV, "
          f"flux t = {flux * eV:.4f} eV, exponent = {power:.6f}")
print(f"t_sigma R^5: {t_near[0] * eV * (R1 * BOHR_NM)**5:.4e} eV nm^5")
for shell, distance in ((2, a), (3, a * np.sqrt(1.5))):
    t_shell = Delta * np.diag(projected_S([0, 0, distance]))[channels] * eV
    print(f"shell {shell}: R = {distance * BOHR_NM:.4f} nm, t sigma, pi, delta = "
          f"{t_shell[0]:.4f}, {t_shell[1]:.4f}, {t_shell[2]:.4f} eV")
stretched = projected_S([0, 0, 1.01 * R1])[4, 4] / S_near[0]
print(f"hopping change for 1% longer bond, fixed sphere: {100*(stretched-1):.2f} %")
for name, values in levels.items():
    print(f"S eigenvalues at {name}: " + ", ".join(f"{q:.3f}" for q in values))
print(f"lowest and highest S at these points: {S_min:.3f}, {S_max:.3f}")
print(f"linear d-band extent: {Delta * (S_max - S_min) * eV:.3f} eV")
print(f"extent from full P(E): {(E_top - E_bottom) * eV:.3f} eV")
print(f"bottom relative to C, linear / full: {Delta * S_min * eV:.3f} / "
      f"{(E_bottom - C) * eV:.3f} eV")
print(f"top relative to C, linear / full: {Delta * S_max * eV:.3f} / "
      f"{(E_top - C) * eV:.3f} eV")
print(f"|kappa| R1 for surface kinetic energy: {np.sqrt(abs(kappa2)) * R1:.3f}")
print(f"sigma tail ratio shell 2 / shell 1, zero energy: {ratio_zero:.4f}")
print(f"same ratio with surface kinetic energy: {kin_2 / kin_1:.4f}")
print(f"sigma tail at R1, surface energy / zero energy: {kin_1 / S_near[0]:.4f}")
print(f"s band centre minus d band centre: {(C_s - C) * eV:.3f} eV")
print(f"Delta of s channel: {Delta_s * eV:.3f} eV")
print(f"s-d sigma S(R1): {S_sd:.4f};  |s-d hopping|: {abs(t_sd) * eV:.3f} eV")
print(f"linear sphere overlap (2s-R1)/R1: {100 * (2 * s / R1 - 1):.2f} %")
print(f"spin-orbit parameter of d shell: {spin_orbit * eV:.4f} eV")
print(f"d ln Delta / d ln s, uniform scaling: {volume_exponent:.3f}")
print(f"rough inputs: T = {T_use:.0f} K, Debye T = {T_debye:.0f} K, "
      f"mass = {mass_u:.0f} u")
print(f"thermal rms bond spread, uncorrelated atoms: {100 * bond_spread:.2f} %")
print(f"first-order rms hopping spread: {500 * bond_spread:.1f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
lattice constant, rough input: 0.36 nm
sphere radius s: 0.1407 nm
nearest-neighbour distance R1: 0.2546 nm
s/R1: 0.5527;  (s/R1)^5: 0.05156
hbar^2/(m s^2): 3.8499 eV
s^3 phi(s)^2 (dimensionless): 0.1555
d band centre C minus surface potential v(s): 8.209 eV
C, integration minus matrix: 0.00004 eV
Delta from surface amplitude: 0.14964 eV
Delta from slope of P(E): 0.14964 eV
sigma: S(R1) = -3.0937, t(R1) = -0.4630 eV, flux t = -0.4630 eV, exponent = -5.000000
pi: S(R1) = 2.0625, t(R1) = 0.3086 eV, flux t = 0.3086 eV, exponent = -5.000000
delta: S(R1) = -0.5156, t(R1) = -0.0772 eV, flux t = -0.0772 eV, exponent = -5.000000
t_sigma R^5: -4.9485e-04 eV nm^5
shell 2: R = 0.3600 nm, t sigma, pi, delta = -0.0818, 0.0546, -0.0136 eV
shell 3: R = 0.4409 nm, t sigma, pi, delta = -0.0297, 0.0198, -0.0049 eV
hopping change for 1% longer bond, fixed sphere: -4.85 %
S eigenvalues at Gamma: -2.744, -2.744, -2.744, 4.116, 4.116
S eigenvalues at X: -16.404, -14.595, 9.127, 10.936, 10.936
S eigenvalues at L: -12.915, -3.058, -3.058, 9.516, 9.516
S eigenvalues at W: -9.311, -3.258, -3.258, 4.887, 10.940
lowest and highest S at these points: -16.404, 10.940
linear d-band extent: 4.092 eV
extent from full P(E): 4.025 eV
bottom relative to C, linear / full: -2.455 / -2.542 eV
top relative to C, linear / full: 1.637 / 1.483 eV
|kappa| R1 for surface kinetic energy: 3.736
sigma tail ratio shell 2 / shell 1, zero energy: 0.1768
same ratio with surface kinetic energy: 0.7841
sigma tail at R1, surface energy / zero energy: 2.4756
s band centre minus d band centre: -3.143 eV
Delta of s channel: 2.362 eV
s-d sigma S(R1): -0.7549;  |s-d hopping|: 0.449 eV
linear sphere overlap (2s-R1)/R1: 10.53 %
spin-orbit parameter of d shell: 0.1098 eV
d ln Delta / d ln s, uniform scaling: -4.739
rough inputs: T = 380 K, Debye T = 300 K, mass = 64 u
thermal rms bond spread, uncorrelated atoms: 5.44 %
first-order rms hopping spread: 27.2 %
ALL CHECKS PASSED
```
